# Pixel feedthrough from a gate transition in a thin-film transistor display

## Problem

A liquid-crystal pixel is connected to its data line through an n-channel thin-film transistor. At the end of the writing time the gate voltage falls from \(V_{GH}=15\) V to \(V_{GL}=-5\) V. The overlap of the gate with the pixel-side contact has capacitance \(C_{ov}=10\) fF. The total capacitance of the pixel node, with the transistor off and with \(C_{ov}\) included, is \(C_{tot}=500\) fF.

(a) Find the change of pixel voltage caused by the gate transition, with its sign, if no charge passes through the transistor and its channel charge is neglected. Find also how charge moves among the capacitor plates.

(b) How does the result change if the 500 fF does not include the overlap?

(c) The pixel is written to 8 V in one frame and to 2 V in the next, with the common electrode at 5 V. What does the feedthrough do to the liquid-crystal voltage, and which common-electrode voltage restores its symmetry?

(d) A real transistor still conducts when its gate begins to fall. Find the limits of a slow and a fast edge, and estimate the feedthrough for a fall time of 1 µs.

## Solution

### (a) The isolated pixel

Let \(V_p\) be the pixel voltage and \(V_g\) the gate voltage. The symbol \(\Delta\) means the final value minus the initial value, so the gate step is

\[
\Delta V_g=V_{GL}-V_{GH}=-5\ \text{V}-15\ \text{V}=-20\ \text{V}.
\]

All capacitance at the node other than the overlap is collected in

\[
C_{rest}=C_{tot}-C_{ov}=500\ \text{fF}-10\ \text{fF}=490\ \text{fF}.
\]

It contains the storage capacitor and the liquid crystal. Their far electrodes are held at fixed voltages during the edge, and may be represented by one voltage \(V_{com}\). The charge on the pixel-side plates is then

\[
Q=C_{ov}(V_p-V_g)+C_{rest}(V_p-V_{com}).
\]

No charge can leave an isolated node, so \(\Delta Q=0\). With constant capacitances and \(\Delta V_{com}=0\),

\[
C_{ov}(\Delta V_p-\Delta V_g)+C_{rest}\,\Delta V_p=0 .
\]

Moving the gate term to the right gives

\[
(C_{ov}+C_{rest})\,\Delta V_p=C_{ov}\,\Delta V_g ,
\]

and division by \(C_{ov}+C_{rest}=C_{tot}\) gives

\[
\boxed{\Delta V_p=\frac{C_{ov}}{C_{tot}}\,\Delta V_g}
\]

\[
\Delta V_p=\frac{10\ \text{fF}}{500\ \text{fF}}\,(-20\ \text{V})=0.020\times(-20\ \text{V})=-0.40\ \text{V}.
\]

The feedthrough is 0.40 V in magnitude and lowers the pixel voltage. Only the end values of \(V_g\) enter, so the shape and duration of the edge do not matter as long as the node stays isolated.

The plate charges show what has happened. The pixel-side plate of the overlap capacitor changes by

\[
C_{ov}(\Delta V_p-\Delta V_g)=10\ \text{fF}\times(-0.4+20)\ \text{V}=+196\ \text{fC},
\]

and the other pixel-side plates change by

\[
C_{rest}\,\Delta V_p=490\ \text{fF}\times(-0.4\ \text{V})=-196\ \text{fC}.
\]

The falling gate draws positive charge to the overlap plate. That charge can come only from the other plates of the same node, whose voltage therefore drops.

Two limits support the formula. If \(C_{ov}\to0\), the gate has no hold on the pixel and the step vanishes. If \(C_{rest}\to0\), the pixel is tied to the gate alone and \(\Delta V_p\to\Delta V_g\).

### (b) The meaning of the total

If the 500 fF excluded the overlap, the full node capacitance would be 510 fF, and

\[
\Delta V_p=\frac{10}{510}(-20\ \text{V})=-0.392\ \text{V}.
\]

With the total as defined in the problem, dividing by \(C_{rest}\) would be wrong. It would give \((10/490)(-20\ \text{V})=-0.408\) V, because it takes the overlap capacitor to see the whole 20 V. The pixel moves too, so that capacitor sees a change of 19.6 V.

### (c) Effect on the liquid crystal

The liquid crystal responds to \(V_p-V_{com}\). Its intended voltages are \(8-5=+3\) V and \(2-5=-3\) V. After the ideal feedthrough they are

\[
8-0.4-5=+2.6\ \text{V},\qquad 2-0.4-5=-3.4\ \text{V}.
\]

The average over the two frames is \((2.6-3.4)/2=-0.4\) V, an unwanted direct voltage. Lowering the common electrode by the same 0.4 V, to 4.6 V, gives

\[
7.6-4.6=+3.0\ \text{V},\qquad 1.6-4.6=-3.0\ \text{V}.
\]

The rising gate edge also disturbs the pixel, but it turns the transistor on, and the data line then rewrites the pixel. The falling edge leaves the pixel disconnected, so its error remains for the rest of the frame.

### (d) A transistor that conducts during the edge

Let \(V_D\) be the data voltage and \(V_T=1\) V the threshold voltage. When the pixel is at \(V_D\), the transistor is on for \(V_g>V_D+V_T\).

**Slow edge.** While the transistor is on, the data line has time to replace the charge that the gate displaces, and the pixel stays at \(V_D\). For a transistor with a sharp threshold, isolation begins when \(V_g=V_D+V_T\). Subthreshold current would delay isolation a little further. The limit is also approached slowly, because the conductance that restores the pixel vanishes as the transistor nears turn-off. The channel charge is then zero, and only the remaining gate swing acts:

\[
\Delta V_{slow}=\frac{C_{ov}}{C_{tot}}\,(V_{GL}-V_D-V_T).
\]

For the two data levels,

\[
\begin{aligned}
V_D=8\ \text{V}:&\quad 0.020\times(-5-8-1)\ \text{V}=-0.28\ \text{V},\\
V_D=2\ \text{V}:&\quad 0.020\times(-5-2-1)\ \text{V}=-0.16\ \text{V}.
\end{aligned}
\]

**Fast edge.** Now the data line has no time to correct the pixel, but the electrons in the channel must go somewhere. Let \(C_{ch}\) be the gate-channel capacitance, which is not part of the off-state \(C_{tot}\). The initial channel charge is \(-C_{ch}(V_{GH}-V_T-V_D)\). Assume that half of it goes to each contact. The pixel node then receives

\[
\Delta Q=-\tfrac12 C_{ch}(V_{GH}-V_T-V_D).
\]

The charge balance of part (a) becomes \(C_{tot}\Delta V_p-C_{ov}\Delta V_g=\Delta Q\), so

\[
\Delta V_{fast}=\frac{C_{ov}}{C_{tot}}\Delta V_g-\frac{C_{ch}}{2C_{tot}}(V_{GH}-V_T-V_D).
\]

To size this term, take an amorphous indium-gallium-zinc-oxide transistor with these rough typical parameters: channel width \(W=15\) µm, channel length \(L=5\) µm, electron mobility \(\mu=10\) cm²/Vs, and a 200 nm silicon dioxide insulator of relative permittivity 3.9. The insulator capacitance per area is \(c_i=3.9\,\varepsilon_0/(200\ \text{nm})=17.27\) nF/cm², which gives \(C_{ch}=c_iWL=12.95\) fF. The channel terms are

\[
\begin{aligned}
V_D=8\ \text{V}:&\quad -\frac{12.95}{2\times500}\times6\ \text{V}=-0.078\ \text{V},\\
V_D=2\ \text{V}:&\quad -\frac{12.95}{2\times500}\times12\ \text{V}=-0.155\ \text{V}.
\end{aligned}
\]

The fast limits are therefore about \(-0.48\) V and \(-0.56\) V.

**An edge of 1 µs.** At the start of the edge, with \(V_D=8\) V, the transistor restores the pixel with the time constant

\[
\tau=\frac{C_{tot}}{\beta(V_{GH}-V_T-V_D)}=0.16\ \text{µs},\qquad \beta=\mu c_i\frac{W}{L}.
\]

This is neither very long nor very short beside 1 µs, so neither limit suffices. In the square-law transistor model, the current from the data line into the pixel is

\[
I=\frac{\beta}{2}\left[(V_g-V_T-V_p)_+^2-(V_g-V_T-V_D)_+^2\right],
\]

where \((x)_+\) is \(x\) for positive \(x\) and zero otherwise. It is positive when the pixel lies below the data line. While the channel exists, half of its capacitance acts on the pixel, and charge balance gives

\[
\left(C_{tot}+\tfrac12C_{ch}\right)\frac{dV_p}{dt}
=\left(C_{ov}+\tfrac12C_{ch}\right)\frac{dV_g}{dt}+I .
\]

After turn-off, the terms in \(C_{ch}\) and \(I\) are absent. Numerical integration with an implicit Runge–Kutta method, for a linear gate ramp that starts with \(V_p=V_D\), gives

\[
\begin{aligned}
V_D=8\ \text{V}:&\quad \Delta V_p=-0.43\ \text{V},\\
V_D=2\ \text{V}:&\quad \Delta V_p=-0.34\ \text{V}.
\end{aligned}
\]

Without the channel charge, the same integration gives \(-0.37\) V and \(-0.27\) V. Conduction thus reduces the feedthrough, while channel charge increases it. At 8 V the net result is about 7% larger in magnitude than the ideal 0.40 V; at 2 V it is about 15% smaller.

The two data levels no longer shift equally. The pixel voltages become 7.57 V and 1.66 V. Their midpoint, about 4.62 V, is the common voltage that removes the average error. The liquid-crystal voltages are then about \(\pm2.95\) V, so symmetry is restored but a small loss of amplitude remains.

In the same model, an error of the size left by the rising edge dies out during the writing time. With the gate high and the data line at 8 V, an initial pixel error of 0.4 V falls below 1 mV within a writing time of 10 µs, which is about 60 times \(\tau\).

### The model beside a real pixel

With the chosen insulator and width, 10 fF corresponds to an overlap length of \(C_{ov}/(c_iW)=3.9\) µm, a plausible size for a display transistor with a 5 µm channel. The assumption of an isolated node is broken by conduction and channel charge, which move the result to the values found in (d). These are estimates, since the model omits subthreshold current, contact resistance and charge trapping. The liquid-crystal capacitance also depends on the picture level. If it is 300 fF at one level and 150 fF at another, again rough values, \(C_{tot}\) falls from 500 to 350 fF and the ideal step grows from \(-0.40\) to \(-0.57\) V. One common-electrode voltage cannot correct both levels fully. Leakage through the transistor matters much less here (conduction through the liquid crystal is not counted): an assumed off current of 10 fA over a 16.67 ms frame changes the pixel by \(10\ \text{fA}\times16.67\ \text{ms}/500\ \text{fF}=0.33\) mV. The largest nominal insulator field is \(13\ \text{V}/200\ \text{nm}=0.65\) MV/cm, well below the several MV/cm at which a good silicon dioxide film breaks down.

A larger storage capacitor reduces the feedthrough. At fixed \(C_{ov}\) and gate swing, doubling \(C_{tot}\) halves the ideal step to 0.20 V. It also doubles \(\tau\), so the transistor needs more time to write the pixel.

Numerical values quoted here were computed with a short program.
